\section*{Three 9j symbols and the rank-two product of L and S}

\section*{Problem}

Let $\mathbf L$ and $\mathbf S$ be commuting angular momenta with fixed quantum numbers $l,s>0$, in units with $\hbar=1$. They are coupled to $\mathbf J=\mathbf L+\mathbf S$, with states $|jm\rangle\equiv|(ls)jm\rangle$. Their tensor product of rank $k$ is
\begin{equation}
[L\times S]^k_q=\sum_{q_1q_2}\langle 1q_1\,1q_2|kq\rangle L_{q_1}S_{q_2},
\qquad L_{\pm1}=\mp\frac{L_x\pm iL_y}{\sqrt2},\quad L_0=L_z ,
\label{product}
\end{equation}
and likewise for the components of $\mathbf S$. Consider
\[
G_k=\begin{Bmatrix} l&l&1\\ s&s&1\\ j&j&k\end{Bmatrix},\qquad k=0,1,2 .
\]

\begin{enumerate}
\item[(a)] Relate $G_k$ to the reduced matrix element of $[L\times S]^k$ between states of equal $j$.
\item[(b)] Evaluate $G_0$.
\item[(c)] Show that $G_1=0$, and explain what this says about the vector product $\mathbf L\times\mathbf S$.
\item[(d)] Evaluate $G_2$ and find the diagonal elements of $[L\times S]^2$, where the superscript is the tensor rank.
\item[(e)] The same notation could be read as the ordinary square $(\mathbf L\times\mathbf S)\cdot(\mathbf L\times\mathbf S)$. Find its diagonal elements too.
\item[(f)] Give numbers for $l=2$, $s=1$ and interpret them.
\end{enumerate}

\section*{Solution}

\subsection*{Conventions}

The Wigner--Eckart theorem is used in the form
\begin{equation}
\langle jm|T^k_q|j'm'\rangle=(-1)^{j-m}
\begin{pmatrix}j&k&j'\\-m&q&m'\end{pmatrix}\langle j\|T^k\|j'\rangle ,
\label{we}
\end{equation}
and Clebsch--Gordan coefficients are
\begin{equation}
\langle j_1m_1j_2m_2|jm\rangle=(-1)^{j_1-j_2+m}\sqrt{2j+1}
\begin{pmatrix}j_1&j_2&j\\m_1&m_2&-m\end{pmatrix}.
\label{cg}
\end{equation}
A 3j symbol is multiplied by $(-1)^{j_1+j_2+j_3}$ when two columns are exchanged, and by the same factor when all projections change sign. The sum of its square over all projections is 1 if the triangle rule holds. The 9j symbol is the sum, over all nine projections, of the product of six 3j symbols: one for each row and one for each column.

The following numbers are used throughout:
\begin{equation}
a=l(l+1),\quad b=s(s+1),\quad J=j(j+1),\quad X=\tfrac12(J-a-b).
\end{equation}
Here $J$ is a number, while $\mathbf J$ and $J_i$ are operators. Since $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$, the number $X$ is the eigenvalue of $\mathbf L\cdot\mathbf S$ in $|jm\rangle$.

The reduced element $\Lambda=\langle l\|L\|l\rangle$ follows by squaring (\ref{we}) and summing over all projections. The right side gives $\Lambda^2$; the left side gives the trace of $\mathbf L^2$, which is $(2l+1)a$. For the sign, take $m=l$, $q=0$. By (\ref{cg}) and a column exchange, the 3j symbol is $\langle ll\,10|ll\rangle/\sqrt{2l+1}$, which is positive in the standard phase convention, and the matrix element is $l>0$. Hence
\begin{equation}
\Lambda=\sqrt{a(2l+1)},\qquad \Sigma=\langle s\|S\|s\rangle=\sqrt{b(2s+1)} .
\end{equation}

\subsection*{(a) The reduced element}

Multiply (\ref{we}), with $j'=j$, by its phase and 3j symbol and sum over $m,q,m'$. For $k\le2j$ the squared 3j symbols add to 1 (for $k>2j$ they vanish; the reduced element is then taken as zero, and $G_k=0$ by the triangle rule), so
\begin{equation}
\langle j\|T^k\|j\rangle=\sum_{mqm'}(-1)^{j-m}
\begin{pmatrix}j&k&j\\-m&q&m'\end{pmatrix}\langle jm|T^k_q|jm'\rangle .
\label{inverse}
\end{equation}
Now put $T^k=[L\times S]^k$. Expand the bra in $|m_lm_s\rangle$, the ket in $|m_l'm_s'\rangle$, and the operator by (\ref{product}), and use (\ref{we}) for $L_{q_1}$ and $S_{q_2}$. The square roots from the three coupling coefficients give $(2j+1)\sqrt{2k+1}$, and the two operators give $\Lambda\Sigma$. The remaining six 3j symbols are
\begin{align*}
&\begin{pmatrix}j&k&j\\-m&q&m'\end{pmatrix},\quad
\begin{pmatrix}l&s&j\\m_l&m_s&-m\end{pmatrix},\quad
\begin{pmatrix}l&s&j\\m_l'&m_s'&-m'\end{pmatrix},\\
&\begin{pmatrix}1&1&k\\q_1&q_2&-q\end{pmatrix},\quad
\begin{pmatrix}l&1&l\\-m_l&q_1&m_l'\end{pmatrix},\quad
\begin{pmatrix}s&1&s\\-m_s&q_2&m_s'\end{pmatrix}.
\end{align*}
Their phase exponent, with $m_l+m_s=m$ and $m=q+m'$, is
\begin{align}
&(j-m)+(l-s+m)+(l-s+m')+q+(l-m_l)+(s-m_s)\nonumber\\
&\qquad=j+3l-s+(m'+q-m)=j+3l-s .
\end{align}

Four rearrangements bring the symbols to the pattern of $G_k$:
\begin{itemize}
\item Reversing the projections in the second symbol makes it the first column, $(l\,s\,j;\,-m_l,-m_s,m)$, at the cost of $(-1)^{l+s+j}$.
\item The fifth symbol becomes the first row, $(l\,l\,1;\,-m_l,m_l',q_1)$, by one exchange: $(-1)^{2l+1}$.
\item The sixth becomes the second row in the same way: $(-1)^{2s+1}$.
\item The first becomes the third row, $(j\,j\,k;\,m,-m',-q)$, by one exchange and one reversal. Their factors $(-1)^{2j+k}$ cancel.
\end{itemize}
The total exponent is
\begin{equation}
(j+3l-s)+(l+s+j)+(2l+1)+(2s+1)=2(l+s+j)+4l+2 ,
\end{equation}
which is even, because $l+s+j$ and $2l$ are integers. Therefore
\begin{equation}
\boxed{\;\langle j\|[L\times S]^k\|j\rangle=(2j+1)\sqrt{2k+1}\;\Lambda\Sigma\,G_k\;}
\label{key}
\end{equation}
Each $G_k$ can now be found from an operator whose matrix elements are accessible by vector algebra.

\subsection*{(b) Rank zero}

With $\langle1q\,1{-q}|00\rangle=(-1)^{1-q}/\sqrt3$,
\begin{equation}
[L\times S]^0_0=\frac{L_1S_{-1}-L_0S_0+L_{-1}S_1}{\sqrt3}
=-\frac{\mathbf L\cdot\mathbf S}{\sqrt3},
\end{equation}
because $L_1S_{-1}+L_{-1}S_1=-\frac12(L_+S_-+L_-S_+)=-(L_xS_x+L_yS_y)$. The matrix element is $-X/\sqrt3$ for every $m$. Coupling with zero is trivial, $\langle jm\,00|jm\rangle=1$, so (\ref{cg}) makes the 3j symbol in (\ref{we}) equal to $(-1)^{j-m}/\sqrt{2j+1}$. The reduced element is thus $-X\sqrt{2j+1}/\sqrt3$, and (\ref{key}) gives
\begin{equation}
\boxed{\;G_0=-\frac{X}{\Lambda\Sigma\sqrt{3(2j+1)}}\;}
\label{g0}
\end{equation}
Up to a positive factor, $G_0$ is minus the scalar product of the two angular momenta. It is positive when they are on the whole opposed ($X<0$).

\subsection*{(c) Rank one}

Exchange the first two columns of a 9j symbol. In the defining sum, the column symbols merely change places, while each row symbol has two of its columns exchanged. The three resulting phases multiply to $(-1)^R$, where $R$ is the sum of all nine entries. For $G_k$,
\begin{equation}
R=2(l+s+j)+2+k,\qquad (-1)^R=(-1)^k .
\end{equation}
The first two columns of $G_k$ are equal, so the exchange leaves the symbol as it was. Hence $G_k=(-1)^kG_k$, and
\begin{equation}
\boxed{\;G_1=0\;}
\end{equation}

To see the physical content, use $\langle11\,1{-1}|10\rangle=-\langle1{-1}\,11|10\rangle=1/\sqrt2$ and $\langle10\,10|10\rangle=0$:
\begin{equation}
[L\times S]^1_0=\frac{L_1S_{-1}-L_{-1}S_1}{\sqrt2}
=-\frac{L_+S_--L_-S_+}{2\sqrt2}=\frac{i}{\sqrt2}(\mathbf L\times\mathbf S)_z ,
\end{equation}
since $L_+S_--L_-S_+=2i(L_yS_x-L_xS_y)$. The rank-one product is the vector product, up to a factor. The vector product is also a commutator:
\begin{equation}
[S_i,\mathbf L\cdot\mathbf S]=\sum_jL_j[S_i,S_j]
=i\sum_{jk}\varepsilon_{ijk}L_jS_k=i(\mathbf L\times\mathbf S)_i .
\end{equation}
Taking matrix elements, with $\mathbf L\cdot\mathbf S$ acting on either side,
\begin{equation}
i\langle jm|(\mathbf L\times\mathbf S)_i|j'm'\rangle
=(X_{j'}-X_j)\langle jm|S_i|j'm'\rangle .
\label{comm}
\end{equation}
For $j'=j$ the bracket is zero. This confirms $G_1=0$ without any symmetry of the 9j symbol. It also gives a dynamical reading: under a Hamiltonian proportional to $\mathbf L\cdot\mathbf S$, the vector product is proportional to the rate of change of $\mathbf S$, which has no elements within one energy level. Equation (\ref{comm}) does not forbid elements between different $j$.

\subsection*{(d) Rank two}

The coefficients $\langle1q\,1{-q}|20\rangle$ are $1/\sqrt6$, $2/\sqrt6$, $1/\sqrt6$ for $q=1,0,-1$, so
\begin{equation}
[L\times S]^2_0=\frac{2L_zS_z-L_xS_x-L_yS_y}{\sqrt6}
=\frac{3L_zS_z-\mathbf L\cdot\mathbf S}{\sqrt6}=\sqrt{\tfrac32}\,T_{zz},
\label{t20}
\end{equation}
where $T_{ij}$ is the symmetric traceless Cartesian tensor
\begin{equation}
T_{ij}=\tfrac12(L_iS_j+L_jS_i)-\tfrac13\delta_{ij}\,\mathbf L\cdot\mathbf S .
\end{equation}

\paragraph{Projection on $\mathbf J$.} Let $j\ge1$. By (\ref{we}), any two rank-two tensors have proportional matrix elements within one $j$, provided that the one used as the standard does not vanish there. Taking the tensor built from $\mathbf J$ as the standard, we may write, within one $j$,
\begin{equation}
T_{ij}=c\,Q_{ij},\qquad Q_{ij}=\tfrac12(J_iJ_j+J_jJ_i)-\tfrac13\delta_{ij}J .
\label{proj}
\end{equation}
To find $c$, multiply by $J_i$ from the left and $J_j$ from the right, and sum. This is allowed because $\mathbf J$ does not lead out of the space of fixed $j$.

On the left side we need $\mathbf J\cdot\mathbf L=\mathbf L^2+\mathbf L\cdot\mathbf S=a+X$ and $\mathbf J\cdot\mathbf S=b+X$. Components of $\mathbf L$ and $\mathbf S$ commute, so both halves of the symmetrized product give $(a+X)(b+X)$:
\begin{equation}
\sum_{ij}J_iT_{ij}J_j=(a+X)(b+X)-\tfrac13XJ=\tfrac13N,
\end{equation}
\begin{equation}
N=3(a+X)(b+X)-XJ .
\end{equation}
On the right side, one ordering gives $\sum J_iJ_iJ_jJ_j=J^2$. For the other,
\begin{equation}
\sum_jJ_jJ_iJ_j=\sum_jJ_j(J_jJ_i+[J_i,J_j])
=JJ_i+i(\mathbf J\times\mathbf J)_i=(J-1)J_i ,
\end{equation}
because $\mathbf J\times\mathbf J=i\mathbf J$. Thus $\sum J_iJ_jJ_iJ_j=J(J-1)$, and
\begin{equation}
\sum_{ij}J_iQ_{ij}J_j=\frac{J^2+J(J-1)}2-\frac{J^2}3=\frac{J(4J-3)}6 .
\end{equation}
With $4J-3=(2j-1)(2j+3)$, equating the two sides gives
\begin{equation}
c=\frac{2N}{J(2j-1)(2j+3)} .
\label{c}
\end{equation}

\paragraph{Diagonal elements.} Since $Q_{zz}$ has the diagonal element $m^2-J/3$, equations (\ref{t20}) and (\ref{proj}) yield
\begin{equation}
\boxed{\;\langle jm|[L\times S]^2_0|jm\rangle=\frac{c\,(3m^2-J)}{\sqrt6},\qquad j\ge1\;}
\label{diag}
\end{equation}
Components with $q\ne0$ change $m$ by $q$ and have no diagonal elements. For $j=0$ and $j=\frac12$ the triangle rule for $(j\,j\,2)$ fails, so all elements within $j$ vanish and $G_2=0$. Formula (\ref{c}) is not to be used there.

\paragraph{The 9j symbol.} By (\ref{we}) and (\ref{diag}), the 3j symbol $(j\,2\,j;\,-m,0,m)$ is $(-1)^{j-m}(3m^2-J)$ times a constant independent of $m$. Summing its square over $m$ must give $1/5$, because the five values of $q$ contribute equally to a total of 1. From $\sum m^2=(2j+1)J/3$ and $\sum m^4=(2j+1)J(3J-1)/15$,
\begin{align}
\sum_m(3m^2-J)^2&=(2j+1)\left[\frac{3J(3J-1)}5-2J^2+J^2\right]\nonumber\\
&=\frac{(2j+1)J(4J-3)}5=\frac D5,
\end{align}
with $D=J(2j-1)(2j+1)(2j+3)$. The constant is therefore $\pm1/\sqrt D$. At $m=j$ the 3j symbol equals $\langle jj\,20|jj\rangle/\sqrt{2j+1}>0$, and $3j^2-J=j(2j-1)>0$, so the sign is plus. Dividing (\ref{diag}) by the phase and 3j symbol gives
\begin{equation}
\langle j\|[L\times S]^2\|j\rangle=c\sqrt{\frac D6}=\frac{2N(2j+1)}{\sqrt{6D}} ,
\end{equation}
where $c=2N(2j+1)/D$ was used. Division by $(2j+1)\sqrt5\,\Lambda\Sigma$, as (\ref{key}) requires, leaves
\begin{equation}
\boxed{\;G_2=\frac{2N}{\Lambda\Sigma\sqrt{30J(2j-1)(2j+1)(2j+3)}},\qquad j\ge1\;}
\label{g2}
\end{equation}
If $l=0$ or $s=0$, the closed forms become $0/0$; the symbols are then zero by the triangle rule, as are the operators.

\paragraph{Limiting cases.} For the largest total, $j=l+s$, one has $X=ls$, $a+X=l(j+1)$ and $b+X=s(j+1)$. Then
\begin{equation}
N=ls(j+1)[3(j+1)-j]=ls(j+1)(2j+3),\qquad c=\frac{2ls}{j(2j-1)} .
\end{equation}
At $m=j$, (\ref{diag}) becomes $2ls/\sqrt6$. This is what (\ref{t20}) gives directly in the product state $m_l=l$, $m_s=s$, where $L_zS_z$ and $\mathbf L\cdot\mathbf S$ both equal $ls$.

For $s=\frac12$ and $j=l+\frac12$, the same formula gives $c=1/(2l+1)$. For $j=l-\frac12\ge1$, $X=-(l+1)/2$, $a+X=(l+1)j$ and $b+X=-j/2$, so
\begin{equation}
N=-\frac{(l+1)j(2j-1)}2,\qquad
c=-\frac{l+1}{(j+1)(2j+3)}=-\frac1{2l+1},
\end{equation}
since $j+1=l+\frac12$ and $2j+3=2(l+1)$. The two levels have opposite coefficients of equal size.

When $l$, $s$ and $j$ are all large, the leading form of (\ref{c}) is
\begin{equation}
c\simeq\frac1{2J}\left[\frac{3(\mathbf L\cdot\mathbf J)(\mathbf S\cdot\mathbf J)}{J}-\mathbf L\cdot\mathbf S\right].
\end{equation}
This is the classical average for two vectors rotating rigidly about $\mathbf J$: the averaged tensor has the form $c\,(J_iJ_j-\frac13\delta_{ij}J)$, and contracting both sides with $n_in_j$, where $\mathbf n$ is the unit vector along $\mathbf J$, gives $L_\parallel S_\parallel-\frac13\mathbf L\cdot\mathbf S=\frac23cJ$, with $L_\parallel S_\parallel=(\mathbf L\cdot\mathbf J)(\mathbf S\cdot\mathbf J)/J$. The transverse parts are opposite, $\mathbf S_\perp=-\mathbf L_\perp$, so $\mathbf L\cdot\mathbf S=L_\parallel S_\parallel-L_\perp^2$ and the bracket equals $2L_\parallel S_\parallel+L_\perp^2$. Both the components along $\mathbf J$ and the transverse ones contribute.

\subsection*{(e) The ordinary square}

Use $\sum_i\varepsilon_{ijk}\varepsilon_{inp}=\delta_{jn}\delta_{kp}-\delta_{jp}\delta_{kn}$:
\begin{equation}
(\mathbf L\times\mathbf S)^2=\mathbf L^2\mathbf S^2-\sum_{jk}L_jL_kS_kS_j .
\end{equation}
Here $S_kS_j=S_jS_k-i\sum_p\varepsilon_{jkp}S_p$. The first term gives $(\mathbf L\cdot\mathbf S)^2$. The second gives $-i(\mathbf L\times\mathbf L)\cdot\mathbf S=+\mathbf L\cdot\mathbf S$, because $\mathbf L\times\mathbf L=i\mathbf L$. Hence
\begin{equation}
\boxed{\;\langle jm|(\mathbf L\times\mathbf S)^2|jm\rangle=ab-X^2-X\;}
\label{square}
\end{equation}
The term $-X$ is the quantum correction to the classical $L^2S^2-(\mathbf L\cdot\mathbf S)^2$. There is no conflict with $G_1=0$: the square is a sum over intermediate states, and those with $j'\ne j$ contribute. For $j=l+s$ the result is $ls(l+s)$, which is nonzero although the classical vectors would be parallel.

\subsection*{(f) Numbers for $l=2$, $s=1$}

All quantities are dimensionless. Here $a=6$, $b=2$ and $\Lambda\Sigma=\sqrt{30\cdot6}=13.416$. For $j=3$,
\[
X=\frac{12-6-2}2=2,\qquad N=3\cdot8\cdot4-2\cdot12=72,\qquad
c=\frac{144}{12\cdot5\cdot9}=0.2667,
\]
\[
G_0=-\frac2{13.416\sqrt{21}}=-0.03253,\qquad
G_2=\frac{144}{13.416\sqrt{113400}}=0.03187 .
\]
The other levels follow in the same way:
\begin{center}
\begin{tabular}{crrrrr}
$j$ & $X$ & $N$ & $c$ & $G_0$ & $G_2$\\
1 & $-3$ & $-3$ & $-0.6000$ & $0.07454$ & $-0.01491$\\
2 & $-1$ & $21$ & $0.3333$ & $0.01925$ & $0.02277$\\
3 & $2$ & $72$ & $0.2667$ & $-0.03253$ & $0.03187$
\end{tabular}
\end{center}
The diagonal elements (\ref{diag}) are
\begin{center}
\begin{tabular}{crrrr}
$j$ & $m=0$ & $|m|=1$ & $|m|=2$ & $|m|=3$\\
1 & $0.4899$ & $-0.2449$ & & \\
2 & $-0.8165$ & $-0.4082$ & $0.8165$ & \\
3 & $-1.3064$ & $-0.9798$ & $0$ & $1.6330$
\end{tabular}
\end{center}

The sign change at $j=1$ can be traced in $N$. There $\mathbf J\cdot\mathbf L=3$ but $\mathbf J\cdot\mathbf S=-1$: the spin points against the total. The product term $3\cdot3\cdot(-1)=-9$ outweighs $-XJ=+6$. An opposed projection is necessary for $N<0$ but not sufficient: for $l=\frac32$, $s=4$, $j=\frac72$ one has $X=-4$, $\mathbf J\cdot\mathbf L=-\frac14$ and $\mathbf J\cdot\mathbf S=16$, yet $N=-12+63=51$. For $j=2$ both projections are positive (5 and 1), and $N=15+6=21$, although $X$ is still negative. A negative $\mathbf L\cdot\mathbf S$ thus leaves the sign of the reduced rank-two element open. For $X\ge0$ that element is always positive when $j\ge1$, because inserting $J=a+b+2X$ gives $N=3ab+2X(a+b)+X^2$. The zero at $j=3$, $|m|=2$ arises because $3m^2=12=J$.

A trace gives a check by hand. The states with $m=2$ are $(m_l,m_s)=(2,0)$ and $(1,1)$ in the product basis. The diagonal element of (\ref{t20}) there is $2m_lm_s/\sqrt6$, so the trace is $2/\sqrt6=0.8165$. In the coupled basis, $j=2$ and $j=3$ contribute $0.8165+0$.

For unequal $j$ the rank-one symbol survives: with third row $(3\,2\,1)$ it is $0.03333$, and the largest element of $(\mathbf L\times\mathbf S)_z$ between $j=3$ and $j=2$ has magnitude $1.897$. The ordinary square (\ref{square}) is $12-9+3=6$, $12-1+1=12$ and $12-4-2=6$ for $j=1,2,3$.

The closed forms for $G_k$ were tested against the defining sums over products of six 3j symbols, and the diagonal elements against explicit matrices, for 41 combinations $(l,s,j)$ with $l=\frac12,1,\frac32,2,3$ and $s=\frac12,1,\frac32$; see the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
(l,s,j) combinations tested: 41
Example, all numbers dimensionless (hbar=1): l=2, s=1
a = 6, b = 2, Lambda*Sigma = 13.416408
j=1: J = 2, X = -3, N = -3, c = -0.600000
  9j k=0: 0.07453560
  9j k=1: 0.00000000 (absolute value)
  9j k=2: -0.01490712
  reduced element, rank 2: -1.341641
  <j m|[LxS]^2_0|j m>, |m|=0: 0.489898
  <j m|[LxS]^2_0|j m>, |m|=1: -0.244949
  ordinary square (LxS).(LxS): 6.000000
j=2: J = 6, X = -1, N = 21, c = 0.333333
  9j k=0: 0.01924501
  9j k=1: 0.00000000 (absolute value)
  9j k=2: 0.02277100
  reduced element, rank 2: 3.415650
  <j m|[LxS]^2_0|j m>, |m|=0: -0.816497
  <j m|[LxS]^2_0|j m>, |m|=1: -0.408248
  <j m|[LxS]^2_0|j m>, |m|=2: 0.816497
  ordinary square (LxS).(LxS): 12.000000
j=3: J = 12, X = 2, N = 72, c = 0.266667
  9j k=0: -0.03253000
  9j k=1: 0.00000000 (absolute value)
  9j k=2: 0.03187276
  reduced element, rank 2: 6.693280
  <j m|[LxS]^2_0|j m>, |m|=0: -1.306395
  <j m|[LxS]^2_0|j m>, |m|=1: -0.979796
  <j m|[LxS]^2_0|j m>, |m|=2: 0.000000
  <j m|[LxS]^2_0|j m>, |m|=3: 1.632993
  ordinary square (LxS).(LxS): 6.000000
Trace of [LxS]^2_0 at m=2, coupled basis: 0.816497
Trace of [LxS]^2_0 at m=2, product basis: 0.816497
9j {2 2 1; 1 1 1; 3 2 1}: 0.03333333
Largest |<3 m|(LxS)_z|2 m>|: 1.897367
9j {2 2 1; 1 1 1; 3 2 2}: -0.01217161
9j {2 2 1; 1 1 1; 2 3 2}: 0.01217161
\end{verbatim}
